Kerker preconditioning of density mixing for long metallic slabs

**Definitions and conventions**

A metal slab of thickness L lies between two vacuum layers of thickness W. Everything is uniform in the plane, so the electron density n(z) depends on the normal coordinate z alone. The cell has length C = L + 2W, is neutral, and has zero electric field at its outer walls. Atomic units are used in the derivation, nm and eV in the example.

A density change e(z) of zero total charge produces a change φ(z) in the electrons' potential energy:

−φ'' = 4πe, φ' = 0 at both walls.

Both functions expand in cos(qz) with q = mπ/C, m = 1, 2, …, and the relation becomes φ = ve with v(q) = 4π/q². The constant m = 0 is dropped, since a uniform shift of potential does nothing at fixed electron number.

Let F[n] be the density obtained by solving the Kohn-Sham equations in the potential made by n. The self-consistent density n* satisfies F[n*] = n*. The mixing scheme is

n → n + αP(F[n] − n),

where α is a number and P multiplies each cosine component by P(q). Simple mixing is P = 1. In the analysis and in most of the example the exchange-correlation potential is frozen, so that only the electrostatic potential follows the density; its feedback is restored in a last test.

**What simple mixing does to an error**

Write n = n* + e with e small. The potential changes by ve, and the output density by χ0ve, where χ0 is the response of independent electrons to a given potential. Then

F[n] − n = χ0ve − e = −ε†e, ε† = 1 − χ0v,

and one step turns the error into

e → (1 − αPε†)e.

An eigenmode of Pε† with eigenvalue λ is multiplied by 1 − αλ. The iteration is stable if 0 < αλ < 2 for every mode, so the largest eigenvalue limits α and the smallest then sets the pace.

In a uniform metal first-order perturbation theory gives, with occupations f and energies E_k = k²/2,

χ0(q) = 2∫d³k/(2π)³ (f_k − f_{k+q})/(E_k − E_{k+q}).

The factor 2 is spin. As q → 0 at low temperature the quotient becomes df/dE = −δ(E − E_F), so χ0 → −D, with D the density of states at the Fermi level per volume. From n = k_F³/(3π²) and E_F = k_F²/2,

D = (dn/dk_F)/(dE_F/dk_F) = (k_F²/π²)/k_F = k_F/π².

For general q, substitute k → −k − q in the term with f_{k+q}. The two terms become equal, and with E_{k+q} − E_k = k·q + q²/2 (principal value understood)

χ0(q) = −4∫_{k<k_F} d³k/(2π)³ 1/(k·q + q²/2).

The angular integral is (2π/kq) ln|(2k + q)/(2k − q)|, which leaves

χ0(q) = −(1/π²q) ∫₀^{k_F} k ln|(k + a)/(k − a)| dk, a = q/2.

An antiderivative is ak + ½(k² − a²) ln|(k + a)/(k − a)|, as differentiation confirms; it vanishes at k = 0. With x = q/(2k_F),

χ0(q) = −D F(x), F(x) = 1/2 + [(1 − x²)/(4x)] ln|(1 + x)/(1 − x)|.

Expanding the logarithm gives F = 1 − Σ x^{2m}/(4m² − 1) for x < 1 and F = Σ x^{−2m}/(4m² − 1) for x > 1, with m from 1. Hence F falls from 1 to 0 and stays between them. Defining k_TF² = 4πD,

ε(q) = 1 + k_TF² F/q².

This locates the trouble. The independent-electron response does not grow at small q; it saturates at −D. The Coulomb factor 4π/q² grows. A small charge error spread over a long distance makes a large potential, and the metal answers with an output density far larger than the error. This is charge sloshing.

**The stiff modes of a slab**

For a real slab χ0 is a sum over subbands ψ_i with energies ε_i. The free in-plane motion has 1/π states per area and energy, spin included, so subband i holds

f_i = (1/π)∫₀^∞ dE/[exp((ε_i + E − μ)/kT) + 1] = (kT/π) ln[1 + exp((μ − ε_i)/kT)]

electrons per area. Let g_i = ∂f_i/∂μ > 0 and let φ_ij be the matrix elements of φ. Perturbation theory, with μ shifted by Σg_iφ_ii/Σg_i to keep the electron number, gives

⟨φ|χ0|φ⟩ = Σ_{i≠j} φ_ij² (f_i − f_j)/(ε_i − ε_j) − Σ g_iφ_ii² + (Σ g_iφ_ii)²/Σ g_i.

The first sum is not positive because f decreases with energy, and by the Cauchy-Schwarz inequality the last term cannot exceed the middle one in size. So −χ0 is non-negative. Since

v^½ ε† v^−½ = 1 + v^½(−χ0)v^½

is symmetric, the eigenvalues of ε† are real and at least 1.

To find the largest, take a sharp-edged slab with the long-wave local response: χ0φ = −D(φ − φ̄) inside, with φ̄ the mean over the slab, and χ0φ = 0 outside. The mean appears because the electron number is fixed. The eigenvalue equation ε†e = λe reads −χ0φ = (λ − 1)e, or inside the metal

k_TF²(φ − φ̄) = −(λ − 1)φ''.

Outside, a mode with λ ≠ 1 has e = 0, so φ is linear; zero field at the wall makes it constant. Because e contains no charge sheet, φ' is continuous and vanishes at both faces. With s measured from one face, φ − φ̄ ∝ cos(mπs/L), and

λ_m = 1 + (k_TF L/mπ)², m = 1, 2, …

The vacuum thickness has dropped out. The stiffest mode, m = 1, moves charge from one face to the other.

Now choose α = c/λ_max with c < 2. Errors to which the metal hardly responds have λ close to 1 and shrink by 1 − α per step. Reducing them by a factor r takes about

N = ln r/[−ln(1 − α)] ≈ (λ_max/c) ln r

steps, which grows as L² once k_TF L/π ≫ 1. The best fixed step, α = 2/(λ_max + 1), changes the prefactor and leaves the power of L alone.

**Designing the correction**

The error would vanish in one linear step if αP were the inverse of ε†. For long waves in the bulk that inverse is known:

1/ε(q) ≈ q²/(q² + k_TF²).

This suggests the Kerker factor

P(q) = q²/(q² + q0²), q0 ≈ k_TF.

It damps the long waves that the metal over-answers and leaves short waves nearly untouched. In the bulk

Pε = (q² + k_TF² F)/(q² + q0²),

which tends to k_TF²/q0² as q → 0. With q0 = k_TF it never exceeds 1, because F ≤ 1.

A slab is not a bulk, and P knows nothing of where the metal ends. To see what survives, write Pε†e = λe as ε†e = λP⁻¹e and put e = v⁻¹φ. Since P⁻¹ = 1 + q0²/q² = 1 + q0²v/4π,

(v⁻¹ − χ0)φ = λ(v⁻¹ + q0²/4π)φ.

Multiply by 4πφ, integrate over the cell, and integrate −φφ'' by parts using φ' = 0 at the walls:

λ = [∫φ'² − 4π⟨φ|χ0|φ⟩] / [∫φ'² + q0²∫φ²],

with φ of zero mean over the cell. Both forms are symmetric and the denominator is positive, so the eigenvalues are the stationary values of this quotient.

In the local slab model the response term is k_TF²∫(φ − φ̄)² over the metal, which is at most k_TF²∫φ² over the cell. Therefore

λ ≤ max(1, k_TF²/q0²),

whatever L is. The stiff end is cured, and α need no longer shrink with length.

**The soft end belongs to the vacuum**

A small λ needs a potential that varies slowly and avoids the metal. Set q0 = k_TF and take φ odd about the slab centre, so that φ̄ = 0. Inside the metal the eigenvalue equation is

(1 − λ)(−φ'' + k_TF²φ) = 0,

so for λ ≠ 1 the potential is a hyperbolic sine with decay constant k_TF. In the vacuum

−(1 − λ)φ'' = λk_TF²φ,

so φ = cos(qd), where d is the distance from the wall, and

q² = λk_TF²/(1− λ), or λ = q²/(q² + k_TF²).

Matching φ'/φ at the face gives

q tan(qW) = k_TF coth(k_TF L/2).

For even modes the zero-mean condition matters. Let ψ = φ − φ̄. The numerator is that of ψ, while ∫φ² is ∫ψ² less C times the squared cell mean of ψ, so it is no larger than ∫ψ². Every eigenvalue is thus at least the minimum of the same quotient without constraint and without φ̄. That minimum is the even solution with tanh in place of coth. The lowest eigenvalue is therefore trapped between the tanh and coth results, which differ from the common limit

q tan(qW) = k_TF

by terms of order exp(−k_TF L). So the lower edge is independent of L as well, once the slab is several screening lengths thick.

It is not independent of W. For k_TF W ≫ 1 the root is q ≈ π/[2(W + 1/k_TF)], and λ_min falls as 1/W². In the vacuum nothing screens, the correct factor there is 1, and P suppresses long waves anyway. Kerker mixing removes the dependence on metal length at fixed vacuum and introduces one on vacuum thickness.

A moderate reduction of q0 is no escape in this model. For q0 < k_TF with q0 ≫ q and q0 ≫ π/L, the upper edge is about k_TF²/q0² and the lower about q²/q0². Their ratio k_TF²/q² contains no q0 to leading order. Outside that range q0 does matter. As q0 → 0 the ratio tends to the simple-mixing value, about (k_TF L/π)², which is the smaller of the two when q < π/L, that is, for a thin film in a wide vacuum. There a smaller q0 helps.

**A film with the density of aluminium**

Aluminium is grown epitaxially on III-V semiconductors as a thin contact film. Its valence density corresponds roughly to r_s = 2.07 bohr, which is used here for a free-standing jellium film: the ions are a uniform background with edges softened over 1 bohr. The wavefunctions vanish at the outer walls, and the frozen exchange-correlation potential is that of a fixed smooth density profile with edges of width 2.2 bohr. This gives E_F = 11.70 eV and k_TF = 20.53 nm⁻¹, a screening length of 0.049 nm. The smearing is kT = 0.1 eV, and W = 0.5 nm unless stated.

For L = 2 nm the sharp-edge formula gives k_TF L/π = 20.53 × 2/3.1416 = 13.07, hence λ_max = 1 + 170.8 = 171.8. Diagonalizing the subband response gives:

L = 1 nm: λ_max = 55.1 (sharp formula 43.7)
L = 2 nm: 193.8 (171.8)
L = 4 nm: 728 (684)
L = 8 nm: 2820 (2735)

The shortfall has a simple form. The length that would make the formula reproduce each λ_max exceeds L by 0.124 to 0.126 nm in all four films. The law is thus quadratic in L + 0.125 nm, and the apparent exponent of λ_max − 1 between 4 and 8 nm is 1.96, slightly below 2. The origin of this extra length was not isolated.

The stability limit was tested on the 2 nm film by iterating the full Kohn-Sham map from a tiny disturbance. At α = 2.1/λ_max the predicted growth per step is |1 − 2.1| = 1.1, and 1.1000 was found. At α = 1.9/λ_max the residual F[n] − n fell to 0.004 of its first value in 59 steps.

Complete runs were then started from a density with unequally blurred faces and stopped when the residual norm had fallen by 10⁵. Simple mixing used α = 1.5/λ_max. For 2 nm this is 1.5/193.8 = 0.00774, and the estimate is N = 11.51/0.00777 ≈ 1481 steps; the run took 1061. For 1 nm the run took 300 against an estimate of 417. The estimate is high by a similar factor in both cases, since it treats the whole residual as if it had λ = 1. The ratio of the two runs, 3.54, agrees with the ratio of the λ_max values, 3.52. For 4 and 8 nm, where simple mixing was not run, the estimates are about 5600 and 21 600 steps.

Kerker mixing with q0 = k_TF and α = 1 took 268, 267, 273 and 283 steps for 1, 2, 4 and 8 nm. Its spectrum runs from 0.031–0.032 to 0.99–1.00 in all four films. The count rises by 6% from 2 to 8 nm while the lower edge stays put; the cause of this small rise was not examined.

The gain depends on thickness, and also on the step sizes chosen: simple mixing ran at three quarters of its stability limit, Kerker mixing at about half. With these steps, at 1 nm the two schemes cost nearly the same, at 2 nm Kerker mixing is four times cheaper, and at 8 nm the estimate for simple mixing is larger by a factor of about 75, or about 55 if it is as high there as in the two runs made.

**Paying for vacuum**

With L held at 2 nm, widening the vacuum changes the lower edge as follows:

W = 0.5 nm: λ_min = 0.0317 (sharp edge 0.0191)
W = 1 nm: 0.0069 (0.0053)
W = 2 nm: 0.0016 (0.0014)

The sharp-edge value is too low, most visibly for thin vacuum. A density tail that screens part of the gap would act in this direction. Between 1 and 2 nm the fall has exponent 2.1. Meanwhile λ_max of simple mixing stays at 193.8, as the derivation requires.

The price is real: at W = 1 nm the Kerker run took 1058 steps, four times the number at W = 0.5 nm. That matches the 1061 steps of simple mixing at W = 0.5 nm, whose stability limit does not depend on W. The match owes something to the unequal step sizes: the ratio of the largest to the smallest eigenvalue is about 145 for Kerker mixing at W = 1 nm, against 194 for simple mixing. At W = 2 nm it is about 630 against 194. For a thin film in a wide vacuum, this preconditioner can therefore lose its whole advantage. The remedy suggested by the derivation is a factor that damps long waves inside the metal and equals 1 outside, which cannot be a function of q alone.

**How far the model reaches**

Letting the local-density exchange-correlation potential follow the density changes the Kerker counts little: 266 steps for 2 nm and 271 for 4 nm. The program then prints work functions of 3.66 and 3.52 eV. These are rough. They are measured from the total potential at the grid point next to the wall, which contains the exchange-correlation potential of the thin density tail and so depends on the grid and on where the iteration was stopped. Their difference is not a size effect: at full self-consistency, measured from the electrostatic potential at the wall, both films give between 3.6 and 3.7 eV. Real aluminium has roughly 4 eV. Replacing the smearing by 300 K leaves λ_max of the 2 nm film at 193.8.

Two assumptions that a real film breaks are the smooth background and the free-standing geometry. The lattice alters D, and λ_max − 1 is proportional to D in the local model, so a 10% change in one is a 10% change in the other. A semiconductor substrate of dielectric constant ε_s in place of vacuum adds (ε_s − 1)∫φ'² to the numerator of the quotient. In the layer the mode equation becomes −(ε_s − λ)φ'' = λk_TF²φ, so λ = ε_s q²/(q² + k_TF²). At the face (ε_s − λ)φ' outside equals (1 − λ)φ' inside, which for small λ and a thick film gives ε_s q tan(qW) = k_TF. The factor by which λ_min rises therefore approaches ε_s only when W ≫ ε_s/k_TF. With ε_s about 12, typical of a III-V material, ε_s/k_TF is 0.58 nm. For a 2 nm layer on each side the root is q ≈ 0.61 nm⁻¹, and the sharp-edge 0.0014 becomes about 0.011. This alone does not make the iteration faster. With a constant ε_s the same formula gives short waves in the layer a λ close to ε_s, so stability requires α below about 2/ε_s, and the smaller step outweighs the rise of λ_min. A real semiconductor screens short waves less, which lowers this upper edge; the net gain was not computed here.

Density waves along the plane are outside the treatment. So is the periodic cell without a dipole correction, where the odd modes meet a different outer condition. The even modes keep theirs, and since λ_2 also grows as L², simple mixing still slows quadratically there. The numerical output follows the text.

Table of computed values

```
r_s = 2.07 bohr; density = 181.6 nm^-3
Fermi energy = 11.70 eV; kF = 17.52 nm^-1
kTF = 20.53 nm^-1; 1/kTF = 0.0487 nm
-chi/D at q = 0.02 kF, quadrature = 0.99997
bulk Kerker spectrum: 0.857 to 1.000
vacuum per side = 0.5 nm; smearing kT = 0.1 eV
L=1 nm: lambda_max=55.1, sharp formula=43.7
  length excess=0.126 nm
  Kerker spectrum 0.0314 to 0.989, steps=268
L=2 nm: lambda_max=193.8, sharp formula=171.8
  length excess=0.124 nm
  Kerker spectrum 0.0317 to 0.997, steps=267
L=4 nm: lambda_max=727.6, sharp formula=684.4
  length excess=0.124 nm
  Kerker spectrum 0.0316 to 0.999, steps=273
L=8 nm: lambda_max=2820.4, sharp formula=2734.6
  length excess=0.125 nm
  Kerker spectrum 0.0316 to 1.000, steps=283
exponent of lambda_max-1 from 4 to 8 nm = 1.956
finite-difference check, relative error = 5.9e-11
growth per step at alpha=2.1/lambda_max = 1.1000
residual ratio, 59 steps at 1.9/lambda_max = 0.0040
simple mixing L=1 nm: alpha=0.02722, steps=300, estimate=417
simple mixing L=2 nm: alpha=0.00774, steps=1061, estimate=1481
step ratio 2 nm/1 nm = 3.54; lambda ratio = 3.52
simple mixing L=4 nm, estimated steps = 5578
simple mixing L=8 nm, estimated steps = 21641
W=0.5 nm: Kerker lambda_min=0.03172, sharp=0.01909, plain max=193.8
W=1.0 nm: Kerker lambda_min=0.00687, sharp=0.00529, plain max=193.8
W=2.0 nm: Kerker lambda_min=0.00159, sharp=0.00139, plain max=193.8
fall exponent of lambda_min, W 1 to 2 nm = 2.11
Kerker steps, L=2 nm, W=1 nm = 1058
live LDA xc, L=2 nm: Kerker steps=266, work function=3.66 eV
live LDA xc, L=4 nm: Kerker steps=271, work function=3.52 eV
300 K (kT=0.0259 eV), L=2 nm: lambda_max=193.8
```
